# The Stoner-Wohlfarth astroid and the loss of a metastable macrospin state, part 2

A magnetic particle of volume $V$ has magnetization of fixed magnitude $M_s$ along a unit vector $\mathbf m$, uniform even during reversal. Its easy axis is $x$, and its anisotropy energy density $K>0$ can include the shape contribution. The temperature is zero, and the uniform applied flux density $\mathbf B$ changes slowly. We ask when the particle switches.

The field lies in the $xy$ plane at angle $\psi$ from $+x$. All energy minima lie in this plane too, with $\mathbf m$ at angle $\varphi$ from $+x$. The reduced field is $\mathbf h=\mathbf B/B_K$, of magnitude $h$, with $B_K=2K/M_s$. Energies in units of $2KV$ are

$$e=\tfrac12\sin^2\varphi-h_x\cos\varphi-h_y\sin\varphi .$$

An energy quoted in units of $KV$ is twice the corresponding $e$. Primes denote derivatives with respect to $\varphi$:

$$e'=\sin\varphi\cos\varphi+h_x\sin\varphi-h_y\cos\varphi,$$

$$e''=\cos^2\varphi-\sin^2\varphi+h_x\cos\varphi+h_y\sin\varphi .$$

Stationary states have $e'=0$, and the stiffness out of the field plane is $e''+\sin^2\varphi$. For a field along the easy axis with $|h_x|<1$, the stationary points other than the two poles form a ring on the sphere, $\cos\varphi=-h_x$.

A minimum can be lost only where $e'=e''=0$ at the same angle. This gives $h_x=-\cos^3\varphi$ and $h_y=\sin^3\varphi$, and hence the astroid

$$|h_x|^{2/3}+|h_y|^{2/3}=1 ,$$

with cusps at $(\pm1,0)$ and $(0,\pm1)$. There are two minima inside it and one outside. This count was checked numerically on 600 random fields, leaving out those very close to the astroid.

When two minima become one, is the minimum that goes the metastable one, or might it be the deeper one?

**A:** Compare a state with its mirror image at $\pi-\varphi$. The sine is unchanged and the cosine changes sign, so

$$e(\pi-\varphi)-e(\varphi)=h_x\cos\varphi+h_x\cos\varphi=2h_x\cos\varphi .$$

If $h_x\cos\varphi<0$, the mirror image is lower and the state at $\varphi$ can't be the global minimum. At the boundary the disappearing state has

$$h_x\cos\varphi=-\cos^3\varphi\cos\varphi=-\cos^4\varphi,$$

which is negative unless $\cos\varphi=0$. By continuity the same sign holds just inside. The minimum that is lost is therefore the higher one, except possibly where $\cos\varphi=0$.

**Q:** Does it fade away on its own, or does it meet something?

**A:** It meets a saddle. Let $\mathbf h_b$ be a boundary field with critical angle $\varphi_c$, and approach it along a fixed direction, $\mathbf h=(1-\delta)\mathbf h_b$. Abbreviate $q=\sin\varphi_c\cos\varphi_c$. At the boundary the field terms in $e'(\varphi_c)$ add up to $-q$, since they must cancel the anisotropy term. After scaling the field,

$$e'(\varphi_c)=q-(1-\delta)q=\delta q .$$

I also need the third derivative,

$$e'''=-4\sin\varphi\cos\varphi-h_x\sin\varphi+h_y\cos\varphi .$$

The condition $e'=0$ says that the last two terms equal $\sin\varphi\cos\varphi$. At the boundary, therefore, $e'''=-3q$. With $x=\varphi-\varphi_c$, the leading form near the boundary is

$$e'\simeq q\left(\delta-\tfrac32x^2\right).$$

The curvature at $\varphi_c$ is now $\delta\cos2\varphi_c$, which adds $\delta\cos(2\varphi_c)\,x$ to $e'$. The next term of the Taylor expansion is proportional to $x^3$. Since $x$ is of order $\sqrt\delta$, both are smaller than the terms kept by a factor of order $\sqrt\delta$.

For $\delta>0$ there are two stationary points, at $x=\pm x_0$ with $x_0=\sqrt{2\delta/3}$. If $q>0$, the slope changes from negative to positive at $-x_0$, which is the minimum, and back at $+x_0$, which is the maximum. If $q<0$ they change places. They meet at $\delta=0$, and for $\delta<0$ neither exists. Near the meeting point the out-of-plane stiffness tends to $\sin^2\varphi_c>0$, so the maximum along the circle is a saddle on the sphere.

**Q:** Then the barrier should also go to zero in a definite way.

**A:** For $q>0$ it is the integral of the slope from the minimum to the saddle:

$$\Delta e\simeq q\int_{-x_0}^{x_0}\left(\delta-\tfrac32x^2\right)dx=q\left(2\delta x_0-x_0^3\right).$$

Since $x_0^2=2\delta/3$, the bracket is $\tfrac43\delta x_0$, and

$$\Delta e\simeq\frac43\sqrt{\frac23}\;|\sin\varphi_c\cos\varphi_c|\;\delta^{3/2}.$$

The absolute value covers both signs of $q$. This is the leading term at small $\delta$, for a field of fixed direction.

**Q:** Your argument fails when $q=0$. Those are the four cusps.

**A:** They need separate treatment, and the two kinds behave differently. Take first the easy-axis cusp $(-1,0)$, approached with $\mathbf h=(-h,0)$ and the moment at $\varphi=0$. The stationary condition is $\sin\varphi(\cos\varphi-h)=0$. The barrier is the ring $\cos\varphi=h$, where the energy is $\tfrac12(1-h^2)+h^2=\tfrac12(1+h^2)$. The energy at $\varphi=0$ is $h$. Hence

$$\Delta e=\tfrac12(1+h^2)-h=\tfrac12(1-h)^2 .$$

This result holds for all $0\le h\le1$, and its exponent is 2, not $3/2$. At $h=1$ the ring closes on the pole and the minimum becomes a maximum. A metastable state is lost here. A perfectly aligned moment feels no torque, however, so some small deviation is needed to start the reversal.

**Q:** And the cusp on the hard axis?

**A:** There the phrase "a metastable minimum disappears" is wrong. With $\mathbf h=(0,h_y)$ and $0<h_y<1$, the condition is $\cos\varphi(\sin\varphi-h_y)=0$. The minima satisfy $\sin\varphi=h_y$, one on each side of $\varphi=\pi/2$, and by the mirror relation with $h_x=0$ they have equal energy. As $h_y\to1$ they approach each other and merge at $\pi/2$ into one minimum. Neither was metastable, and the moment doesn't jump. The astroid is everywhere the boundary between two minima and one, but the loss of a metastable minimum describes it with the two points $(0,\pm1)$ removed.

**Q:** So apart from those two points, crossing the astroid outward switches the particle?

**A:** Only if the particle occupies the minimum that dies. At the crossing that minimum has $\cos\varphi$ opposite in sign to $h_x$. A moment near $+x$ loses its state if the field leaves through the half with $h_x<0$. If the field leaves through the half with $h_x>0$, the empty minimum near $-x$ is lost and the occupied one survives.

Both cases were tested by relaxing the moment on the sphere while the field was raised in steps from a low value. The moment started near $+x$. For field angles of 100°, 135°, 150° and 170°, it still had $m_x>0$ at 0.99 of the boundary field and had $m_x<0$ at 1.01 of it. For a field at 30°, raised to $h=2$ in 40 steps, it crossed the boundary without a jump: the change of $\mathbf m$ in each step stayed below 0.05.

**Q:** Give me the switching field for a chosen direction.

**A:** Let the moment start near $+x$ and let $90^\circ<\psi<180^\circ$. I put $h_x=h\cos\psi$ and $h_y=h\sin\psi$ into the equation of the astroid. A factor $h^{2/3}$ comes out, and

$$h_{\rm sw}=\left(|\cos\psi|^{2/3}+|\sin\psi|^{2/3}\right)^{-3/2}.$$

Dividing $h_y=\sin^3\varphi_c$ by $-h_x=\cos^3\varphi_c$ gives the angle just before the jump:

$$\tan\varphi_c=|\tan\psi|^{1/3}.$$

**Q:** Can I get the same field without using the condition $e''=0$?

**A:** Yes, by asking what field holds the moment at $\varphi$. The field terms in $e'$ combine to $h\sin(\varphi-\psi)$, so $e'=0$ gives

$$h(\varphi)=\frac{\sin\varphi\cos\varphi}{\sin(\psi-\varphi)} .$$

Differentiating $e'=0$ along this branch gives $dh/d\varphi=e''/\sin(\psi-\varphi)$. The holding field rises while the state is stable and reaches its maximum where stability ends. Beyond that maximum no equilibrium exists on this branch. The maximum was found numerically for every whole degree from 95° to 175°, and it agreed with the formula for $h_{\rm sw}$ to within $10^{-9}$.

**Q:** Which direction makes reversal easiest?

**A:** The squared distance of a boundary point from the origin is

$$h_{\rm sw}^2=\cos^6\varphi_c+\sin^6\varphi_c=1-3\sin^2\varphi_c\cos^2\varphi_c=1-\tfrac34\sin^2 2\varphi_c .$$

The middle step uses $a^3+b^3=(a+b)^3-3ab(a+b)$ with $a+b=1$. The smallest value is $\tfrac14$, at $\varphi_c=45^\circ$. Thus $h_{\rm sw}=\tfrac12$ at $\psi=135^\circ$, half the field needed at 180°. The dependence is steep near the easy axis: $h_{\rm sw}$ is 1 at 180° but 0.615 at 165°. For a small misalignment $\epsilon$ in radians, the formula gives $h_{\rm sw}\simeq1-\tfrac32\epsilon^{2/3}$ at leading order, whose slope is infinite at $\epsilon=0$. This leading form is accurate only for very small angles: at 1° it gives 0.899 against the exact 0.907, and at 15° it gives 0.386 against 0.615.

**Q:** Put numbers in. I want to see a jump.

**A:** I take round model parameters: $M_s=10^6$ A/m, $K=10^5$ J/m³, $V=2000$ nm³ and $\psi=150^\circ$. Then

$$B_K=\frac{2\times10^5}{10^6}\ \text{T}=0.200\ \text{T},\qquad KV=2.00\times10^{-19}\ \text{J}.$$

The switching field follows from

$$h_{\rm sw}=\left[\left(\tfrac{\sqrt3}{2}\right)^{2/3}+\left(\tfrac12\right)^{2/3}\right]^{-3/2}=0.524,$$

$$B_{\rm sw}=0.524\times0.200\ \text{T}=0.105\ \text{T}.$$

Just before the jump the moment stands at $\varphi_c=39.8^\circ$, and afterwards at 169.7°. Its component along the field goes from $-0.346$ to $0.942$. The Zeeman energy released, in units of $KV$, is $2\times0.524\times(0.942+0.346)=1.35$. The anisotropy energy supplies $\sin^2 39.8^\circ-\sin^2 169.7^\circ=0.38$. The total is $1.73\,KV$, or $3.45\times10^{-19}$ J, which damping must carry away before the moment can rest.

**Q:** And below the switching field?

**A:** At 0.080 T, where $h=0.4$, the metastable minimum is at 18.4°, the saddle at 63.5° and the stable minimum at 171.5°. Their energies are 0.631, 0.752 and $-0.722$ in units of $KV$. The barrier out of the metastable state is $0.752-0.631=0.121$ in these units, or $2.43\times10^{-20}$ J.

Closer to the boundary, at $0.9B_{\rm sw}$, the barrier computed from the stationary points is $0.0336\,KV$. The leading law with $\delta=0.1$ gives $0.0339\,KV$, which is 0.7% above the computed value. The agreement worsens as the field direction approaches the easy axis, where the exponent crosses over to 2: at the same $\delta$ the law is 2.7% low at 175° and 11% low at 179°.

**Q:** Those barriers look small. Would the moment really wait for the astroid at room temperature?

**A:** No. At 300 K the barrier without a field is $KV=48.3\,k_BT$, but at 0.080 T it is $5.86\,k_BT$. Suppose thermal escape follows an Arrhenius law with an attempt time of roughly 1 ns. The mean waiting time is then about $e^{5.86}\times1$ ns, a few tenths of a microsecond. A slow measurement would thus find reversal below 0.080 T, which is 76% of $B_{\rm sw}$. For this particle and field angle, temperature lowers the switching field found in such a measurement by more than 23%, and by much more if the measurement is long: with the same attempt time, the mean waiting time is 1 ms at 0.060 T and 1 s at 0.046 T, which is less than half of $B_{\rm sw}$.

**Q:** What if the field is switched on suddenly instead of slowly?

**A:** Then the moment starts at $\varphi=0$, above its new minimum. Its energy there is $2h|\cos\psi|$ in units of $KV$. At $B_{\rm sw}$ this is $2\times0.524\times0.866=0.91$. The energy of the merging minimum and saddle is

$$\sin^2 39.8^\circ+2\times0.524\times0.346=0.77 .$$

The starting energy is higher, and by continuity it remains higher than the saddle for fields somewhat below $B_{\rm sw}$. With weak damping, passage over the saddle is then energetically possible before the static threshold is reached. Whether it takes place depends on the precessional path, which the energy alone doesn't determine. The astroid is a threshold for slow fields.

**Q:** How close is your particle to a real memory element?

**A:** The chosen $M_s$ is of the order of magnitude found in ferromagnetic metals. An anisotropy field of a few tenths of a tesla and a zero-field barrier of several tens of $k_BT$ are reasonable for a small magnetic memory cell. The volume corresponds to a disc about 1.5 nm thick and 41 nm across, with the easy axis perpendicular to its faces and $K$ understood to include the shape contribution. Real elements can break the assumption of uniform rotation, and this disc is already near the limit. With exchange stiffness $A$ and $K$ treated as local, the uniform saddle at zero field is unstable against the lowest non-uniform mode of a disc, of wave number $1.84/R$ with $R$ the radius, once the diameter exceeds $3.68\sqrt{A/K}$. For 41 nm and $K=10^5$ J/m³ this happens when $A$ is below about 12.5 pJ/m, and the zero-field barrier is then smaller than $KV$. In a larger or imperfect element, reversal can begin in a small region and spread by wall motion. In bulk permanent magnets the reversal field is typically well below the anisotropy field, and so well below the easy-axis value $h_{\rm sw}=1$. For elements small enough to rotate almost uniformly, temperature still lowers the switching field, as the example above shows. The numerical output below lists the values for the worked case and the switching field at other angles. Its entry at 90° is the field at which the two equal minima merge, where no jump occurs.

## Values computed for the example and the checks

```
Magnetization Ms = 1.000e+06 A/m
Anisotropy K = 1.000e+05 J/m^3
Volume V = 2000 nm^3
Field angle psi = 150.0 deg
Anisotropy field B_K = 0.2000 T
Zero-field barrier K V = 2.0000e-19 J
K V / (k_B T) at 300 K = 48.29
Reduced switching field h_sw = 0.52402
Switching field B_sw = 0.10480 T
Critical field component hx = -0.45381
Critical field component hy = 0.26201
Critical angle phi_c = 39.784 deg
Angle after the jump = 169.671 deg
m along field before jump = -0.3456
m along field after jump = 0.9416
Energy released in jump = 3.4527e-19 J
Energy released / (K V) = 1.7263
Inside field B = 0.080 T, h = 0.400
  metastable minimum at 18.358 deg
  saddle at 63.506 deg
  stable minimum at 171.482 deg
  metastable energy / (K V) = 0.63077
  saddle energy / (K V) = 0.75207
  stable energy / (K V) = -0.72249
  barrier = 2.4259e-20 J
  barrier / (k_B T) at 300 K = 5.857
Barrier/(K V) at 0.9 B_sw, computed = 0.03363
Barrier/(K V) at 0.9 B_sw, 3/2 law = 0.03386
Ratio computed / law at 0.9 B_sw = 0.9932
Reduced switching field against field angle:
  psi = 180 deg: h_sw = 1.0000
  psi = 165 deg: h_sw = 0.6147
  psi = 150 deg: h_sw = 0.5240
  psi = 135 deg: h_sw = 0.5000
  psi = 120 deg: h_sw = 0.5240
  psi = 105 deg: h_sw = 0.6147
  psi =  90 deg: h_sw = 1.0000
Random fields tested inside astroid: 98
Random fields tested outside astroid: 494
```
